# Why hot-relaxed oxide scales survive heating but spall on cooling: test program

```python
"""Thermal stress in an oxide scale on both faces of a creeping metal sheet.

Result under test: after a hot, relaxed state, cooling at rate r leaves
  stress_cold = -M* da (Tf - gamma*theta - Tc),
and reheating at the same rate gives a peak tension 0.742 M* da theta.
M*: joint biaxial modulus; da: metal minus oxide expansion coefficient;
k(T): stress relaxation rate; theta = 1/(d ln k/dT); k(Tf)*theta(Tf) = r;
gamma: Euler constant; Tc, Th: cold and hot ends of the cycle.
Tension is positive. All internal quantities are in SI units.
The layer model integrates creep strains; the formulas are asymptotic.
"""
import numpy as np
from scipy.constants import R
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import exp1, expi

E_OX, NU_OX, E_MET, NU_MET = 300e9, 0.25, 150e9, 0.30
M_OX, M_MET = E_OX / (1 - NU_OX), E_MET / (1 - NU_MET)
A_OX, A_MET = 9e-6, 15e-6
DA = A_MET - A_OX
HALF_METAL = 500e-6
THIN, THICK = 2e-6, 5e-6
T_COLD, T_HOT, T_REF = 300.0, 1300.0, 1000.0
RATE = 0.1
ETA_OX, ETA_MET = 1e14, 2e11       # viscosities at T_REF
Q_OX, Q_MET = 400e3, 300e3         # activation energies
GAMMA_INT = 20.0                   # interface fracture energy
K_OX, FLAW = 1e6, 2e-6             # oxide toughness and surface flaw depth
POWER_REF_OX, POWER_REF_MET = 100e6, 1e6


def viscosity(eta_ref, activation, T, q=1.0):
    return eta_ref * np.exp(q * activation / R * (1 / T - 1 / T_REF))


def layer_stresses(mismatch, h):
    """Force balance and equal total strain, solved for both stresses."""
    matrix = np.array([[h / HALF_METAL, 1.0], [1.0, -M_OX / M_MET]])
    return np.linalg.solve(matrix, np.array([0.0, M_OX * mismatch]))


def ramp(T0, T1, rate, creep0, h, T_free=T_HOT, n=1, q=1.0):
    """Integrate oxide and metal creep strains along a linear ramp."""
    direction = np.sign(T1 - T0)
    duration = abs(T1 - T0) / rate

    def stresses(T, creep):
        mismatch = DA * (T - T_free) + creep[1] - creep[0]
        return layer_stresses(mismatch, h)

    def creep_rates(t, creep):
        T = T0 + direction * rate * t
        so, sm = stresses(T, creep)
        return [so / (6 * viscosity(ETA_OX, Q_OX, T, q))
                * abs(so / POWER_REF_OX) ** (n - 1),
                sm / (6 * viscosity(ETA_MET, Q_MET, T, q))
                * abs(sm / POWER_REF_MET) ** (n - 1)]

    times = np.linspace(0, duration, 2001)
    sol = solve_ivp(creep_rates, (0, duration), creep0, method="Radau",
                    t_eval=times, rtol=1e-8, atol=1e-13)
    assert sol.success
    T = T0 + direction * rate * sol.t
    stress = np.array([stresses(a, b)[0] for a, b in zip(T, sol.y.T)])
    return T, stress, sol.y[:, -1]


def joint_modulus(h):
    return 1 / (1 / M_OX + h / (HALF_METAL * M_MET))


def creep_parts(T, h, q=1.0):
    factor = joint_modulus(h) / 6
    return np.array([factor / viscosity(ETA_OX, Q_OX, T, q),
                     factor * h / HALF_METAL
                     / viscosity(ETA_MET, Q_MET, T, q)])


def theta_at(T, h, q=1.0):
    parts = creep_parts(T, h, q)
    mean_q = q * np.dot(parts, [Q_OX, Q_MET]) / parts.sum()
    return R * T**2 / mean_q


def freeze(rate, h, q=1.0):
    def balance(T):
        return np.log(creep_parts(T, h, q).sum() * theta_at(T, h, q) / rate)
    Tf = brentq(balance, 600, 1300)
    return Tf, theta_at(Tf, h, q)


def cold_formula(rate, h, q=1.0):
    Tf, theta = freeze(rate, h, q)
    return -joint_modulus(h) * DA * (Tf - np.euler_gamma * theta - T_COLD)


def peak_number(offset):
    def slope(u):
        return np.exp(-u) * (expi(u) + offset) - 1 / u
    u = brentq(slope, 1e-3, 5)
    return 1 / u, u


def peak_formula(rate, h, start_stress, q=1.0):
    theta = freeze(rate, h, q)[1]
    unit = joint_modulus(h) * DA * theta
    offset = (start_stress - cold_formula(rate, h, q)) / unit
    return unit * peak_number(offset)[0]


def relative_error(value, reference):
    return abs(value / reference - 1)


# Dimensionless cooling and heating, integrated without special functions.
x_cold = -20.0
cool_x = np.linspace(3, x_cold, 47)
cool_s = solve_ivp(lambda x, s: 1 + np.exp(x) * s, (3, x_cold), [0.0],
                   method="Radau", t_eval=cool_x, rtol=1e-9, atol=1e-11)
keep = cool_x < 1
u_cool = np.exp(cool_x[keep])
assert np.allclose(cool_s.y[0, keep], -np.exp(u_cool) * exp1(u_cool),
                   rtol=0, atol=2e-6)
assert abs(cool_s.y[0, -1] - x_cold - np.euler_gamma) < 2e-6
heat_x = np.linspace(x_cold, 2, 45)
heat_s = solve_ivp(lambda x, s: 1 - np.exp(x) * s, (x_cold, 2),
                   cool_s.y[:, -1], method="Radau", t_eval=heat_x,
                   rtol=1e-9, atol=1e-11)
u_heat = np.exp(heat_x)
assert np.allclose(heat_s.y[0], np.exp(-u_heat) * expi(u_heat),
                   rtol=0, atol=3e-6)

# Complete cycles for both scale thicknesses.
cycles = {}
for h in (THIN, THICK):
    Tc, sc, creep = ramp(T_HOT, T_COLD, RATE, [0.0, 0.0], h)
    Th, sh, _ = ramp(T_COLD, T_HOT, RATE, creep, h)
    Tf, theta = freeze(RATE, h)
    cold_law = cold_formula(RATE, h)
    peak_law = peak_formula(RATE, h, cold_law)
    # The first neglected correction is of order theta/Tf.
    assert relative_error(sc[-1], cold_law) < 0.01
    assert relative_error(sh.max(), peak_law) < 4 * theta / Tf
    cycles[h] = dict(Tc=Tc, sc=sc, Th=Th, sh=sh, creep=creep, Tf=Tf,
                     theta=theta, cold_law=cold_law, peak_law=peak_law)
thin, thick = cycles[THIN], cycles[THICK]
M_STAR = joint_modulus(THICK)

# A sharper creep freeze-out must improve the asymptotic peak.
_, _, creep_q = ramp(T_HOT, T_COLD, RATE, [0.0, 0.0], THICK, q=2)
_, heat_q, _ = ramp(T_COLD, T_HOT, RATE, creep_q, THICK, q=2)
law_q = peak_formula(RATE, THICK, cold_formula(RATE, THICK, 2), 2)
error_1 = relative_error(thick["sh"].max(), thick["peak_law"])
error_2 = relative_error(heat_q.max(), law_q)
assert error_2 < 0.7 * error_1

# Heating ten times faster than the preceding cooling.
_, fast, _ = ramp(T_COLD, T_HOT, 10 * RATE, thick["creep"], THICK)
fast_law = peak_formula(10 * RATE, THICK, thick["cold_law"])
Tf_fast, theta_fast = freeze(10 * RATE, THICK)
assert relative_error(fast.max(), fast_law) < 4 * theta_fast / Tf_fast

# A scale that is stress-free when cold, then heated and cooled.
T_start, s_start, creep_start = ramp(
    T_COLD, T_HOT, RATE, [0.0, 0.0], THICK, T_free=T_COLD)
_, s_return, _ = ramp(T_HOT, T_COLD, RATE, creep_start, THICK,
                      T_free=T_COLD)
start_law = peak_formula(RATE, THICK, 0.0)
assert relative_error(s_start.max(), start_law) < 0.05
assert relative_error(s_return[-1], thick["sc"][-1]) < 1e-3

# An initial compressive growth stress must be forgotten by hot creep.
_, grown, _ = ramp(T_HOT, T_COLD, RATE, [5e-4, 0.0], THICK)
assert grown[0] < -100e6
assert relative_error(grown[-1], thick["sc"][-1]) < 1e-3

# Cubic creep changes the law but should retain the asymmetry.
_, cubic_cool, cubic_creep = ramp(
    T_HOT, T_COLD, RATE, [0.0, 0.0], THICK, n=3)
_, cubic_heat, _ = ramp(T_COLD, T_HOT, RATE, cubic_creep, THICK, n=3)
assert cubic_heat.max() < 0.25 * abs(cubic_cool[-1])

# Released energy from minimization over the common in-plane strain.
strain_gap = abs(thick["sc"][-1]) / M_STAR
scale = strain_gap**2 * THICK * M_OX
minimum = minimize_scalar(
    lambda z: (THICK * M_OX * (strain_gap * (z - 1))**2
               + HALF_METAL * M_MET * (strain_gap * z)**2) / scale,
    bounds=(0, 1), method="bounded", options={"xatol": 1e-10})
energy_thick = THICK * thick["sc"][-1]**2 / M_STAR
assert relative_error(minimum.fun * scale, energy_thick) < 1e-7
energy_thin = THIN * thin["sc"][-1]**2 / joint_modulus(THIN)
energy_heat = THICK * thick["sh"].max()**2 / M_STAR
assert energy_thin < GAMMA_INT < energy_thick

# Temperature and thickness at which spalling becomes possible.
stress_spall = np.sqrt(GAMMA_INT * M_STAR / THICK)
T_spall = np.interp(stress_spall, -thick["sc"], thick["Tc"])
T_spall_law = (thick["Tf"] - np.euler_gamma * thick["theta"]
               - stress_spall / (M_STAR * DA))
assert abs(T_spall - T_spall_law) < 5
h_crit = brentq(lambda h: h * cold_formula(RATE, h)**2
                / joint_modulus(h) - GAMMA_INT, 1e-6, THICK)
_, s_crit, _ = ramp(T_HOT, T_COLD, RATE, [0.0, 0.0], h_crit)
energy_crit = h_crit * s_crit[-1]**2 / joint_modulus(h_crit)
assert relative_error(energy_crit, GAMMA_INT) < 0.02
crack_stress = K_OX / (1.12 * np.sqrt(np.pi * FLAW))
assert max(thin["sh"].max(), thick["sh"].max()) < crack_stress
assert crack_stress < s_start.max()


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("oxide Young modulus", E_OX / 1e9, "GPa")
show("oxide Poisson ratio", NU_OX, "(dimensionless)")
show("metal Young modulus", E_MET / 1e9, "GPa")
show("metal Poisson ratio", NU_MET, "(dimensionless)")
show("oxide expansion", A_OX * 1e6, "1e-6/K")
show("metal expansion", A_MET * 1e6, "1e-6/K")
show("half metal thickness", HALF_METAL * 1e6, "um")
show("cold temperature", T_COLD, "K")
show("hot temperature", T_HOT, "K")
show("ramp rate", RATE, "K/s")
show("viscosity reference temperature", T_REF, "K")
show("oxide viscosity at reference", ETA_OX, "Pa s")
show("metal viscosity at reference", ETA_MET, "Pa s")
show("oxide activation energy", Q_OX / 1000, "kJ/mol")
show("metal activation energy", Q_MET / 1000, "kJ/mol")
show("interface fracture energy", GAMMA_INT, "J/m^2")
show("oxide toughness", K_OX / 1e6, "MPa m^0.5")
show("surface flaw depth", FLAW * 1e6, "um")
show("peak number", peak_number(0)[0], "(dimensionless)")
show("u at peak", peak_number(0)[1], "(dimensionless)")
for name, h, data in (("thin", THIN, thin), ("thick", THICK, thick)):
    show(name + " scale thickness", h * 1e6, "um")
    show(name + " joint modulus", joint_modulus(h) / 1e9, "GPa")
    show(name + " freeze temperature", data["Tf"], "K")
    show(name + " theta", data["theta"], "K")
    show(name + " cold stress, layers", data["sc"][-1] / 1e6, "MPa")
    show(name + " cold stress, formula", data["cold_law"] / 1e6, "MPa")
    show(name + " reheat peak, layers", data["sh"].max() / 1e6, "MPa")
    show(name + " reheat peak, formula", data["peak_law"] / 1e6, "MPa")
for T in (700.0, thick["Tf"], T_HOT):
    show(f"thick relaxation time at {T:.1f} K",
         1 / creep_parts(T, THICK).sum(), "s")
parts = creep_parts(thick["Tf"], THICK)
show("metal share of relaxation at freeze", 100 * parts[1] / parts.sum(), "%")
show("thick temperature of reheat peak",
     thick["Th"][np.argmax(thick["sh"])], "K")
show("peak error, original activation", 100 * error_1, "%", 3)
show("peak error, doubled activation", 100 * error_2, "%", 3)
show("tenfold faster reheat peak, layers", fast.max() / 1e6, "MPa")
show("tenfold faster reheat peak, formula", fast_law / 1e6, "MPa")
show("cold-stress-free heating peak, layers", s_start.max() / 1e6, "MPa")
show("cold-stress-free heating peak, formula", start_law / 1e6, "MPa")
show("its stress after cooling", s_return[-1] / 1e6, "MPa")
show("initial hot growth stress", grown[0] / 1e6, "MPa")
show("cold stress after growth stress", grown[-1] / 1e6, "MPa")
show("cubic creep cold stress", cubic_cool[-1] / 1e6, "MPa")
show("cubic creep reheat peak", cubic_heat.max() / 1e6, "MPa")
show("tensile cracking stress", crack_stress / 1e6, "MPa")
show("thin cold released energy", energy_thin, "J/m^2")
show("thick cold released energy", energy_thick, "J/m^2")
show("thick reheat peak energy", energy_heat, "J/m^2")
show("thick spall threshold stress", stress_spall / 1e6, "MPa")
print(f"thick spall temperature: layers {T_spall:.1f} K, "
      f"formula {T_spall_law:.1f} K")
show("critical scale thickness", h_crit * 1e6, "um")
print("tests ok")
```

Printed output:

```
oxide Young modulus: 300 GPa
oxide Poisson ratio: 0.25 (dimensionless)
metal Young modulus: 150 GPa
metal Poisson ratio: 0.3 (dimensionless)
oxide expansion: 9 1e-6/K
metal expansion: 15 1e-6/K
half metal thickness: 500 um
cold temperature: 300 K
hot temperature: 1300 K
ramp rate: 0.1 K/s
viscosity reference temperature: 1000 K
oxide viscosity at reference: 1e+14 Pa s
metal viscosity at reference: 2e+11 Pa s
oxide activation energy: 400 kJ/mol
metal activation energy: 300 kJ/mol
interface fracture energy: 20 J/m^2
oxide toughness: 1 MPa m^0.5
surface flaw depth: 2 um
peak number: 0.7423 (dimensionless)
u at peak: 1.347 (dimensionless)
thin scale thickness: 2 um
thin joint modulus: 397 GPa
thin freeze temperature: 1017 K
thin theta: 25.45 K
thin cold stress, layers: -1678 MPa
thin cold stress, formula: -1674 MPa
thin reheat peak, layers: 42.84 MPa
thin reheat peak, formula: 45.01 MPa
thick scale thickness: 5 um
thick joint modulus: 392.7 GPa
thick freeze temperature: 999.2 K
thick theta: 26.23 K
thick cold stress, layers: -1618 MPa
thick cold stress, formula: -1612 MPa
thick reheat peak, layers: 43.02 MPa
thick reheat peak, formula: 45.87 MPa
thick relaxation time at 700.0 K: 1.586e+09 s
thick relaxation time at 999.2 K: 262.3 s
thick relaxation time at 1300.0 K: 0.01757 s
metal share of relaxation at freeze: 83.46 %
thick temperature of reheat peak: 1009 K
peak error, original activation: 6.2 %
peak error, doubled activation: 2.29 %
tenfold faster reheat peak, layers: 101.9 MPa
tenfold faster reheat peak, formula: 105.3 MPa
cold-stress-free heating peak, layers: 1415 MPa
cold-stress-free heating peak, formula: 1394 MPa
its stress after cooling: -1618 MPa
initial hot growth stress: -196.3 MPa
cold stress after growth stress: -1618 MPa
cubic creep cold stress: -1596 MPa
cubic creep reheat peak: 74.05 MPa
tensile cracking stress: 356.2 MPa
thin cold released energy: 14.18 J/m^2
thick cold released energy: 33.32 J/m^2
thick reheat peak energy: 0.02357 J/m^2
thick spall threshold stress: 1253 MPa
thick spall temperature: layers 454.7 K, formula 452.1 K
critical scale thickness: 2.902 um
tests ok
```
